# Work-function deviation of a metal gate with sixteen independent grains

## Problem

A metal gate consists of sixteen grains of equal area. Each grain has work function 4.6 eV with probability 0.6 or 4.4 eV with probability 0.4, independently of the others. The work function of the gate is defined as the area average over its grains. "Deviation" means the standard deviation over many gates made in the same way.

(a) Find the mean and the standard deviation of the work function of one grain.

(b) Find the mean and the standard deviation of the gate work function.

(c) Which values can the gate work function take, and how probable is it that a gate lies within one standard deviation of the mean?

(d) How does the answer to (b) change if the grain areas are unequal, or if the grains are weakly correlated?

(e) The gate controls an n-channel transistor with a thin undoped silicon film. Under what conditions does the threshold voltage follow the area average? Estimate the error for a gate of 20 nm × 20 nm with 4 × 4 square grains, 1 nm of silicon dioxide, a 6 nm film and a temperature of 300 K. For this estimate, assume that the current flows along the oxide–film interface.

## Solution

### (a) One grain

Let \(W_a=4.6\) eV, \(W_b=4.4\) eV, \(p=0.6\) and \(\Delta=W_a-W_b=0.2\) eV. The work function of grain \(i\) can be written as

\[
W_i=W_b+\Delta\,b_i ,
\]

where \(b_i=1\) with probability \(p\) and \(b_i=0\) with probability \(1-p\). Angle brackets denote the average over many gates. Then \(\langle b_i\rangle=p\), and

\[
\langle W_i\rangle=W_b+p\Delta=4.4+0.6\times0.2=4.52\ \text{eV}.
\]

Since \(b_i\) is 0 or 1, \(b_i^2=b_i\), so \(\langle b_i^2\rangle=p\). The variance of \(b_i\) is therefore \(p-p^2=p(1-p)\). The constant \(W_b\) does not contribute to the variance, and the factor \(\Delta\) enters squared:

\[
\sigma_1^2=\Delta^2p(1-p)=0.04\times0.24=0.0096\ \text{eV}^2,
\qquad \sigma_1=98.0\ \text{meV}.
\]

The deviation vanishes for \(p=0\) and \(p=1\), where all grains are alike. For a given \(\Delta\) it is largest at \(p=1/2\).

### (b) Sixteen grains

For \(N\) grains of equal area the gate work function is

\[
W_G=\frac1N\sum_{i=1}^{N}W_i .
\]

Its mean is the mean of one grain, 4.52 eV. For the variance, let \(w_i=W_i-\langle W_i\rangle\), so that \(\langle w_i\rangle=0\). Then

\[
\sigma_G^2=\frac1{N^2}\Big\langle\Big(\sum_i w_i\Big)^2\Big\rangle
=\frac1{N^2}\Big[\sum_i\langle w_i^2\rangle+\sum_{i\ne j}\langle w_iw_j\rangle\Big].
\]

Independence gives \(\langle w_iw_j\rangle=\langle w_i\rangle\langle w_j\rangle=0\) for \(i\neq j\). The first sum has \(N\) equal terms \(\sigma_1^2\). Hence

\[
\sigma_G^2=\frac{\sigma_1^2}{N},\qquad
\sigma_G=|\Delta|\sqrt{\frac{p(1-p)}{N}} .
\]

With \(N=16\),

\[
\sigma_G=\frac{97.98\ \text{meV}}{4}=24.5\ \text{meV}=0.0245\ \text{eV}.
\]

This is the requested deviation.

A single grain covering the whole gate would give 98.0 meV. Sixty-four grains would give 12.2 meV. For square grains of side \(\ell\) on a gate of area \(A\), \(N=A/\ell^2\), so \(\sigma_G=\sigma_1\ell/\sqrt A\). At fixed grain size and fixed probabilities, a smaller gate thus has a larger deviation.

### (c) The possible values

If \(K\) of the sixteen grains have the higher work function,

\[
W_G=W_b+\frac{\Delta}{N}K=4.4\ \text{eV}+K\times12.5\ \text{meV}.
\]

There are \(\binom NK\) ways to choose these grains, and each choice has probability \(p^K(1-p)^{N-K}\). Thus

\[
P(K)=\binom{N}{K}p^K(1-p)^{N-K}.
\]

The mean of \(K\) is \(Np=9.6\), and its standard deviation is \(\sqrt{Np(1-p)}=1.96\). One standard deviation around the mean is the interval from 7.64 to 11.56, which contains four integers:

- \(K=8\): 4.5000 eV, probability 0.1417
- \(K=9\): 4.5125 eV, probability 0.1889
- \(K=10\): 4.5250 eV, probability 0.1983
- \(K=11\): 4.5375 eV, probability 0.1623

Their sum is 0.691. A Gaussian distribution would give 0.683. The closeness depends on where the interval ends fall between the discrete values, so it should not be carried over to other grain numbers. No gate has a work function equal to the mean, because \(K=9.6\) is not an integer.

### (d) Unequal areas and correlated grains

**Unequal areas.** Let grain \(i\) cover a fixed fraction \(a_i\) of the gate, with \(\sum_i a_i=1\), and let its work function be independent of its area. Now \(W_G=\sum_i a_iW_i\). The cross terms vanish as before, leaving

\[
\sigma^2=\sigma_1^2\sum_i a_i^2 .
\]

Write \(a_i=(1+\delta_i)/N\). The fractions add to one, so \(\sum_i\delta_i=0\). With \(c^2=\frac1N\sum_i\delta_i^2\), where \(c\) is the relative standard deviation of the areas,

\[
\sum_i a_i^2=\frac1{N^2}\Big(N+2\sum_i\delta_i+\sum_i\delta_i^2\Big)=\frac{1+c^2}{N}.
\]

Unequal areas increase the deviation because the large grains dominate the average. If eight grains have half the mean area and eight have one and a half times the mean area, then \(c=0.5\) and

\[
\sigma=24.49\sqrt{1.25}\ \text{meV}=27.4\ \text{meV}.
\]

**Correlated grains.** Return to equal areas, but let every pair have \(\langle w_iw_j\rangle=\rho\sigma_1^2\). There are \(N(N-1)\) ordered pairs, so

\[
\sigma^2=\frac{1}{N^2}\left[N\sigma_1^2+N(N-1)\rho\sigma_1^2\right]
=\frac{\sigma_1^2}{N}\left[1+(N-1)\rho\right].
\]

For \(\rho=0.05\) the bracket is \(1+15\times0.05=1.75\), and

\[
\sigma=24.49\sqrt{1.75}\ \text{meV}=32.4\ \text{meV}.
\]

A correlation of five per cent between pairs raises the deviation by about a third, because the number of pairs grows as \(N^2\). For \(\rho=1\) the formula returns \(\sigma_1\): all grains then change together. For fixed \(\rho>0\) and large \(N\), \(\sigma\) tends to \(\sigma_1\sqrt\rho\), so adding grains no longer removes the deviation.

### (e) From work function to threshold voltage

**The average barrier.** Let \(e>0\) be the elementary charge, \(V\) the gate voltage relative to the source, and \(U\) the potential energy of an electron. Just outside a grain, \(U\) equals the Fermi energy of the metal plus the grain's work function, up to a common constant:

\[
U_{\text{gate}}=W_i-eV+\text{const}.
\]

A larger work function raises the barrier for electrons, and a larger gate voltage lowers it.

Below threshold the mobile charge is neglected, and the film is undoped. With permittivity \(\varepsilon(z)\) depending on depth alone, \(\nabla\cdot(\varepsilon\nabla U)=0\). Let \(\bar U(z)\) be the average of \(U\) over the gate area \(A\) at depth \(z\). Integrating the equation over that area and using the divergence theorem in the plane gives

\[
\frac{d}{dz}\left(\varepsilon\frac{d\bar U}{dz}\right)+\frac{\varepsilon}{A}\oint\frac{\partial U}{\partial n}\,dl=0 .
\]

Suppose that no field crosses the side walls. The boundary integral vanishes, and \(\varepsilon\,d\bar U/dz\) is constant. A thick buried oxide below the film is approximated by zero normal field at the bottom, so this constant is zero. The mean barrier in the film then equals the mean at the gate, \(W_G-eV+\text{const}\).

If the current depends on this mean alone, threshold is reached at a fixed value of \(W_G-eV\). Hence \(\delta V_T=\delta W_G/e\), and the threshold deviation is 24.5 mV.

**The ripple that remains.** The barrier also varies from place to place. Consider one component \(u(z)\cos kx\) of this variation. In each layer Laplace's equation gives \(u''=k^2u\). Let \(z=0\) at the gate, \(t_i\) and \(t_s\) be the thicknesses of oxide and film, \(\varepsilon_i\) and \(\varepsilon_s\) their permittivities, and \(u_s\) the amplitude at their interface. Zero field at the bottom selects, in the film,

\[
u=u_s\frac{\cosh k(t_i+t_s-z)}{\cosh kt_s},\qquad
u'(t_i^+)=-k\,u_s\tanh kt_s .
\]

In the oxide, continuity of \(u\) gives

\[
u=u_s\cosh k(t_i-z)+B\sinh k(t_i-z),\qquad u'(t_i^-)=-kB .
\]

Continuity of \(\varepsilon u'\) requires \(B=(\varepsilon_s/\varepsilon_i)u_s\tanh kt_s\). Setting \(z=0\) and dividing gives the fraction of the gate ripple that reaches the interface:

\[
T(k)=\frac{u_s}{u(0)}=\frac{1}{\cosh kt_i+(\varepsilon_s/\varepsilon_i)\tanh kt_s\,\sinh kt_i}.
\]

For \(k\to0\), \(T\to1\): slow variations pass without loss, in agreement with the result for the mean. For large \(kt_i\), \(T\) falls as \(e^{-kt_i}\).

Take relative permittivities 3.9 and 11.7. Stripes of high and low work function, each 5 nm wide and repeated over a wide area, have period 10 nm and \(k=\pi/(5\ \text{nm})\). Then \(T=0.311\). The square wave on the gate has amplitude \(\Delta/2=100\) meV, and its fundamental has amplitude \((4/\pi)\times100=127\) meV. About 40 meV reaches the oxide–film interface, which exceeds \(k_BT=25.9\) meV. Deeper in the film the ripple dies away. Its average over the film depth is smaller than the interface value by the factor \(\tanh(kt_s)/(kt_s)=0.265\), which leaves about 10 meV.

**When the ripple matters.** Treat the current as confined to a thin sheet at the oxide–film interface. This is a simplification, since below threshold an undoped film conducts through its whole depth. In weak inversion the local sheet conductance is \(g=g_0e^{-U/k_BT}\), with constant mobility assumed. Consider a square sheet of side \(L\) with a small voltage \(v\) between source and drain. The potential \(\phi\) that carries the current minimizes the dissipated power

\[
Gv^2=\int g|\nabla\phi|^2\,dA
\]

at fixed contact voltages. A small change \(\delta g\) therefore changes \(G\) to first order through \(g\) alone. In a uniform sheet \(|\nabla\phi|=v/L\), so

\[
\delta G=\frac1{L^2}\int\delta g\,dA .
\]

With \(\delta g=-g\,\delta U/k_BT\), the relative change of \(G\) is minus the area average of \(\delta U\), divided by \(k_BT\). The area average of the work function thus governs the threshold if the side walls carry no field and the ripple in the conducting sheet is small compared with \(k_BT\). For a sheet at the interface, the second condition fails here.

**Size of the error.** The following estimate keeps the full exponential for the sheet at the interface. For each of 2000 random grain patterns, the barrier at the oxide–film interface was summed from its Fourier components, each reduced by \(T\). The interface was divided into 12 × 12 cells with local conductance proportional to \(e^{-U/k_BT}\), and the resulting resistor network was solved. The effective work function of a pattern is that of a uniform gate which carries the same current at the same voltages.

Two treatments of the source and drain ends were compared, with the same patterns and all other settings fixed. In the first, no field crosses the ends. In the second, the barrier energy is held at zero there, while a gate of mean work function imposes 0.40 eV at its surface. The standard deviations are

- area average of the same patterns: 24.5 meV
- network, no field through the ends: 29.4 meV
- network, ends held at fixed energy: 33.7 meV

With 2000 patterns, the sampling error of each is roughly 2 per cent of its value. Refining the grid to 20 × 20 cells for 100 of the patterns changed individual effective work functions by 0.5 meV (root mean square).

Relative to the area average, the deviation rises by about 20 per cent in the first case and by about 38 per cent in the second; another random sample shifts these figures by two or three points. The second figure also depends on the assumed 0.40 eV: the deviation with held ends changes by roughly 1 meV for each 0.1 eV of this barrier. These figures hold for current at the interface. They overstate the error for a film that conducts through its whole depth, where the differences between grains are smoothed out farther from the gate: a network extended over the film depth gives rises of only about 6 and 18 per cent. With held ends the barrier at mid-channel is lower near the back of the film (about 0.25 eV) than at the interface (about 0.33 eV), so the interface is then the least conducting depth. The means move little: they are 4.521 and 4.514 eV, against 4.519 eV for the area average of the sample.

The first increase comes from nonlinear conduction, since the mean barrier still follows the area average there. The further increase appears when the ends are held fixed. Held ends weight the grains unequally even for a vanishing work-function contrast: the two central columns of grains then count about 0.41 each and the two columns next to source and drain about 0.09 each, which alone gives about 29 meV. By the formula of part (b), an area average would have a deviation of 33.7 meV for \((97.98/33.7)^2\approx8.5\) grains instead of sixteen. This only restates the deviation; it does not count the grains that control the current.

**Comparison with a real gate.** The two work functions and their probabilities are rough values for a polycrystalline titanium nitride gate, in which grains of different crystal orientation have different work functions. The grain side of 5 nm is an assumption. Real grains are irregular, and their size and orientation statistics depend on deposition and annealing. Larger grains on the same gate would give a larger deviation, as part (b) shows. An oxide of 1 nm leaks by tunnelling; replacing it by a thicker insulator of higher permittivity reduces the leakage but changes \(T(k)\). The deviation of the effective work function, divided by \(e\), is taken here as an estimate of the threshold deviation. For current at the interface, replacing the area average by the network with held ends then raises it from 24.5 to about 34 mV. Unequal areas or correlations would come in addition; their size depends on \(c\) and \(\rho\), and the combined effect was not calculated. Random dopants, thickness variations, quantum confinement and large drain voltage are also left out. The value of 34 mV therefore applies only to equal, independent grains of the assumed size with current at the interface and a gate barrier of 0.40 eV. It is not a prediction of the total threshold deviation of a device.
